# Why the two-electron Darwin term converges as 1/X

## What goes wrong

Take the helium atom and solve the electronic problem completely within the cc-pV5Z basis, that is, by full configuration interaction (CI) in 55 orbitals. The energy is $-2.90315$ hartree, too high by $0.0006$ hartree, or 0.02 percent of the total. The same wave function gives a two-electron Darwin energy that is wrong by 13 percent. Going back from cc-pV5Z to cc-pVQZ makes the error 17 percent, so a whole step in basis quality has bought four percentage points. An extrapolation with the $X^{-3}$ law, where $X$ is the cardinal number of the set and the power is the one the scaling argument below gives for the energy error, leaves 9 percent.

These errors are relative to a reference calculation with a Hylleraas expansion, in which the interelectronic distance $r_{12}$ appears explicitly. It has 95 terms $e^{-1.9s}s^i t^{2j}u^k$ with $i+2j+k\le 8$, where $s=r_1+r_2$, $t=r_2-r_1$ and $u=r_{12}$, and its linear coefficients are variational.

The error has several contributions: the angular truncation of the basis, the readjustment of the functions that are kept, and the radial truncation. Each is taken separately below. Hartree atomic units are used, with a fixed point nucleus and a nonrelativistic wave function.

## The quantity: a density at coalescence

The Darwin correction of one electron in a potential $V$ is $(\alpha^2/8)\nabla^2V$, with $\alpha$ the fine-structure constant. For the repulsion $V=1/r_{12}$ both electrons contribute equally, which doubles the factor. With $\nabla^2(1/r_{12})=-4\pi\delta(\mathbf r_{12})$,

$$
\frac{\alpha^2}{4}\nabla^2\frac1{r_{12}}=-\pi\alpha^2\,\delta(\mathbf r_{12}),\qquad
E_{\rm D2}=-\pi\alpha^2 D .
$$

Here $D$ is the coalescence density. For a real, normalized spatial function $\Psi$ of a singlet pair,

$$
D=\langle\delta(\mathbf r_{12})\rangle=\int|\Psi(\mathbf r,\mathbf r)|^2\,d^3r .
$$

The operator examines the wave function where the electrons meet and nowhere else. In a triplet the spatial function is antisymmetric, $\Psi(\mathbf r,\mathbf r)=0$, and there is nothing to converge.

## The source of the trouble: the cusp

Let $\boldsymbol\rho=\mathbf r_1-\mathbf r_2$, so that $\rho=r_{12}$, and let $\mathbf R$ be the midpoint. The kinetic energy is $-\nabla_\rho^2-\tfrac14\nabla_R^2$. As $\rho\to0$ the term $\Psi/\rho$ in the Schrödinger equation diverges, and the kinetic energy must cancel it.

A singlet function is even in $\boldsymbol\rho$ at fixed $\mathbf R$, so it has no term linear in the components of $\boldsymbol\rho$. A term linear in the length $\rho$ is allowed. Insert $\Psi=\Psi_0(1+c\rho)$ and use $\nabla^2\rho=2/\rho$. The divergent terms are

$$
\Psi_0\left(-\frac{2c}{\rho}+\frac1\rho\right)=0\quad\Rightarrow\quad c=\frac12,
$$

$$
\Psi=\Psi_0\left(1+\tfrac12 r_{12}+\dots\right).
$$

This is a conical dip around coalescence. A finite sum of products of smooth orbitals is smooth in $\boldsymbol\rho$ and has a rounded bottom instead. It therefore tends to leave too much density at the point that $\delta(\mathbf r_{12})$ examines. How much too much follows from an expansion in angular momentum.

## First contribution: angular truncation

An S state depends on $r_1$, $r_2$ and $x=\cos\theta$, where $\theta$ is the angle between the two position vectors. Orbitals with angular momentum $l$ supply the term proportional to $P_l(x)$. We need the Legendre coefficients of $r_{12}$.

Let $h=r_</r_>$ be the ratio of the smaller to the larger radius. Then $r_{12}^2=r_>^2(1-2hx+h^2)$, and the generating function of the Legendre polynomials gives $r_>/r_{12}=\sum_l h^lP_l(x)$. Writing $r_{12}=r_{12}^2/r_{12}$,

$$
\frac{r_{12}}{r_>}=(1+h^2-2hx)\sum_l h^lP_l(x).
$$

The recurrence $(2l+1)xP_l=(l+1)P_{l+1}+lP_{l-1}$ removes the factor $x$. A term $P_l$ arises from $xP_{l-1}$ with weight $l/(2l-1)$ and from $xP_{l+1}$ with weight $(l+1)/(2l+3)$. Its total coefficient is

$$
(1+h^2)h^l-2h\left[\frac{l\,h^{l-1}}{2l-1}+\frac{(l+1)h^{l+1}}{2l+3}\right]
=-\frac{h^l}{2l-1}+\frac{h^{l+2}}{2l+3}.
$$

The last form follows from $1-2l/(2l-1)=-1/(2l-1)$ and $1-2(l+1)/(2l+3)=1/(2l+3)$. At coalescence the radii are equal. Each coefficient is continuous in $h$, so we may set $h=1$:

$$
\frac{r_{12}}r=\sum_l a_lP_l(x),\qquad
a_l=\frac1{2l+3}-\frac1{2l-1}=-\frac{4}{(2l-1)(2l+3)} .
$$

The first coefficients are $1.3333$, $-0.8000$, $-0.1905$ and $-0.0889$. At $\theta=0$ every $P_l$ equals one and the full sum must vanish, because $r_{12}=0$ there. The sum up to $L$ does not vanish. In

$$
S_L=\sum_{l=0}^{L}a_l=\sum_{l=0}^{L}\frac1{2l+3}-\sum_{l=0}^{L}\frac1{2l-1}
$$

the first sum has the denominators $3,5,\dots,2L+3$ and the second has $-1,1,3,\dots,2L-1$. The common terms cancel. The terms $1/(-1)$ and $1/1$ of the second sum cancel each other. What is left is

$$
S_L=\frac1{2L+1}+\frac1{2L+3}=\frac{L+1}{(L+1)^2-\frac14}\simeq\frac1{L+1}.
$$

Successive waves decrease as $l^{-2}$ and all have the same sign from $l=1$ on, so the missing tail adds up to $-S_L\simeq-1/(L+1)$.

Now cut the exact wave function at $L$. At $r_1=r_2=r$ the midpoint has $R^2=r^2-r_{12}^2/4$, so $\Psi_0$, which for an S state depends only on the length $R$, equals $\Psi(\mathbf r,\mathbf r)$ up to terms of order $r_{12}^2$. The constant term is an $l=0$ term, and $r_{12}^2=2r^2(1-x)$ has only $l=0$ and $1$, so neither has a tail. By scaling, the tail of $r_{12}^3$ is of order $(r/L)^3$. The leading effect comes from the linear term:

$$
\Psi_L(\mathbf r,\mathbf r)\simeq\Psi(\mathbf r,\mathbf r)\left[1+\tfrac12rS_L\right].
$$

Squaring gives $1+rS_L+\tfrac14r^2S_L^2$. The factor $\tfrac12$ of the cusp is cancelled by the 2 of the cross term. To leading order,

$$
D_L-D\simeq\frac{\langle r\,\delta(\mathbf r_{12})\rangle}{L+1},\qquad
\langle r\,\delta(\mathbf r_{12})\rangle=\int r\,|\Psi(\mathbf r,\mathbf r)|^2d^3r .
$$

The coefficient has a simple meaning. An angular limit $L$ resolves distances of about $r/(L+1)$ on a sphere of radius $r$. Coalescences far from the nucleus are therefore described worst, and the error is weighted by $r$.

The Hylleraas function gives $D=0.1065$ bohr$^{-3}$ and $\langle r\delta(\mathbf r_{12})\rangle=0.0429$ bohr$^{-2}$. The last digit of each is not converged: the limiting values are $D=0.10635$ and $0.0428$, so this reference $D$ is high by $0.00016$. The ratio, $0.40$ bohr, is the mean distance from the nucleus at coalescence. The relative error is then about $0.40/(L+1)$, and one percent would need $L+1\approx40$ even with a complete radial space.

## Second contribution: readjustment of the retained waves

A variational calculation does not cut the exact function. It optimizes the waves it has, and this could in principle change the coefficient just found.

Let $P$ project on $l\le L$ and let $Q=1-P$. The kinetic energy and the nuclear attraction do not mix different $l$; the repulsion $V=1/r_{12}$ does. Projecting $(H-E)\Psi=0$ gives

$$
P(H-E)P\Psi=-PVQ\Psi .
$$

The variational function $\Psi_L$ obeys $P(H-E_L)\Psi_L=0$. Subtracting, the readjustment $\chi=\Psi_L-P\Psi$ satisfies

$$
P(H-E)P\chi=(E_L-E)\Psi_L+PVQ\Psi .
$$

Its size can be estimated by scaling. From here on let $h$ denote the resolution length, $h\sim r/(L+1)$. The missing part $Q\Psi$ is of order $h$ and lives mainly at $r_{12}\lesssim h$. There $V\sim1/h$, so the source $VQ\Psi$ is of order one. The kinetic energy on this scale is of order $1/h^2$, so inverting it multiplies by $h^2$ and gives $\chi\sim h^2$. The other source, $E_L-E$, is of order $h^3$, as the next section shows. The norm of the missing part changes the normalization by $h^2\cdot h^3=h^5$.

Readjustment thus enters $D_L$ at order $(L+1)^{-2}$, and the leading coefficient stands. This is an estimate of orders, not a rigorous bound.

## Why the energy does not suffer equally

Write the truncated function as $\Psi+\eta$, with $\eta\sim h\,f(r_{12}/h)$. Since $(H-E)\Psi=0$, the terms linear in $\eta$ vanish from the energy error:

$$
\langle\Psi+\eta|H-E|\Psi+\eta\rangle=\langle\eta|H-E|\eta\rangle .
$$

The kinetic part is $\int|\nabla_\rho\eta|^2$. The gradient is of order $h/h=1$ in a volume $h^3$, so this part is of order $h^3$. The repulsion contributes $h^2\cdot h^{-1}\cdot h^3=h^4$, which is smaller. Hence $E_L-E\sim h^3$.

For the coalescence density there is no such cancellation:

$$
D_L-D=\int\left[2\Psi\eta+\eta^2\right]_{\mathbf r_1=\mathbf r_2}d^3r\sim h .
$$

Two protections are lost together. The error is linear in $\eta$ instead of quadratic. The delta function also removes the small volume $h^3$ that dilutes the defect in the energy.

## The angular law in numbers

To isolate the angular truncation, helium was treated by CI with 18 Laguerre-type radial functions for each $l$, all pairs coupled to an S state. Errors are relative to the Hylleraas $D$.

| $L$ | $D_L$ | $D_L-D$ | $(L+1)(D_L-D)$ |
|---|---|---|---|
| 0 | 0.1558 | 0.0493 | 0.0493 |
| 1 | 0.1285 | 0.0220 | 0.0441 |
| 2 | 0.1210 | 0.0145 | 0.0434 |
| 3 | 0.1173 | 0.0108 | 0.0433 |
| 4 | 0.1152 | 0.0087 | 0.0434 |
| 7 | 0.1120 | 0.0055 | 0.0442 |

From $L=2$ on, the last column is nearly constant and within about 3 percent of the predicted $0.0429$. Between $L=3$ and $L=7$, where $L+1$ doubles, the error of $D$ falls with the exponent $\ln(0.010827/0.005525)/\ln2=0.97$. The energy error falls with the exponent $2.99$.

The last column rises slightly at large $L$ instead of settling on $0.0429$. Two numerical limitations are large enough to matter. Reducing the radial sets from 18 to 13 functions raises $D_7$ by $0.00018$, so the sets are not quite complete. The reference $D$ still fell by $0.00008$ in its last enlargement, and its mean cusp slope is $0.490$ instead of $0.5$, in line with its being too high by $0.00016$. Either amount is multiplied by 8 in the last column at $L=7$. The two act in opposite directions. Incomplete radial sets raise $D_L$ and add to the rise, whereas a reference that is too high hides part of it, and a lower reference would make the last column larger still. The rise comes from the radial sets. At the radial limit $D_L$ is lower than in the table by $0.00004$ at $L=0$, $0.0002$ at $L=4$ and $0.0003$ at $L=7$. Measured against the converged $D=0.10635$, the last column then falls steadily, $0.0494$, $0.0442$, $0.0435$, $0.0433$, $0.0431$, $0.0430$, toward $0.0428$, and the two exponents become $1.01$ and $3.02$. The 3 percent agreement in the table owes something to the cancellation of the two errors: with the converged $D$ but 18 radial functions, the entry at $L=7$ would be 6 percent above the prediction.

The role of the cusp can be isolated as well. Keep only the multipoles $k\le2$ of $1/r_{12}=\sum_k(r_<^k/r_>^{k+1})P_k(x)$. This repulsion equals $3/r$ at coalescence instead of diverging, so it produces no cusp. With the full repulsion, $D$ drops by $7.4\times10^{-4}$ from $L=6$ to $L=7$ ($7.7\times10^{-4}$ at the radial limit). With the truncated repulsion it changes by about $2\times10^{-8}$. So small a change is partly due to the absence of high multipoles in this repulsion. A finite repulsion that keeps all multipoles, $1/\sqrt{r_{12}^2+(0.3s)^2}$ with $s=r_1+r_2$, gives larger steps, $1.3\times10^{-4}$, $5.2\times10^{-5}$, $2.2\times10^{-5}$ and $1.0\times10^{-5}$ from $L=4$ to $L=8$, but each is less than half the one before. The slow tail belongs to the singularity of the interaction, not to angular expansions as such.

## Third contribution: radial truncation in the cc-pVXZ sets

For helium, the set cc-pVXZ has $X$ radial functions with $l=0$, $X-1$ with $l=1$, and so on down to one with $l=X-1$. Hence $L+1=X$, and the angular contribution alone is about $0.0429/X$. This is why the convergence is *only* $1/X$: improving the radial functions at given $X$ cannot remove this part. A faster law would require the radial error to cancel it.

The radial error can be obtained by subtraction. In the table below, the total is the full-CI error in cc-pVXZ, the angular part is the error from the previous table at $L=X-1$, and the radial part is the difference.

| $X$ | $D_X$ | total | angular | radial |
|---|---|---|---|---|
| 2 | 0.1474 | 0.0409 | 0.0220 | 0.0189 |
| 3 | 0.1320 | 0.0255 | 0.0145 | 0.0110 |
| 4 | 0.1246 | 0.0181 | 0.0108 | 0.0073 |
| 5 | 0.1206 | 0.0141 | 0.0087 | 0.0054 |

At $X=5$ the angular part is 62 percent of the error and the radial part 38 percent; with the converged $D$ and radial-limit $D_L$, the total and the radial part each rise by up to $0.0002$ and the shares are 61 and 39 percent. Both have the same sign: each truncation blunts the dip.

The radial part has no equally sharp law here. The scaling argument does suggest one. If the number of radial functions grows in step with $X$ over a region of fixed size, the radial resolution length also shrinks roughly as $1/X$, and with $h\propto1/X$ the error of $D$ is again of order $1/X$. This is an assumption about how the sets are built, not a theorem about the tabulated exponents.

Between $X=3$ and $X=5$ the exponents are $1.00$ for the angular part and $1.4$ for the radial part, which gives $1.17$ for the total. The energy error, split in the same way, has the exponents $3.00$ for the angular part, $3.8$ for the radial part and $3.54$ for the total. The angular parts show the ratio of three expected from $h^3$ and $h$; the radial parts show a ratio of $2.7$. With the converged $D$ and $D_L$ the exponents for $D$ are $1.02$, $1.36$ and $1.16$, and the radial ratio is $2.8$. That $3.54$ is close to three times $1.17$ depends on how the two parts happen to be weighted in this range.

## Extrapolating the coalescence density

Assume $D_X=D_\infty+c/X$ for two successive sets and multiply each equation by its cardinal number:

$$
XD_X=XD_\infty+c,\qquad (X-1)D_{X-1}=(X-1)D_\infty+c .
$$

Subtraction removes $c$:

$$
D_\infty=XD_X-(X-1)D_{X-1}.
$$

No value of $c$ is needed. This matters, because the radial part makes $c$ larger than $0.0429$. With the cc-pVQZ and cc-pV5Z values,

$$
D_\infty=5(0.120563)-4(0.124646)=0.602815-0.498584=0.1042\ \text{bohr}^{-3}.
$$

The error relative to the Hylleraas value $0.1065$ is $-2.1$ percent, against $+13.2$ percent for cc-pV5Z itself. The pairs $(2,3)$ and $(3,4)$ give $0.1012$ and $0.1025$, with errors of $-5.0$ and $-3.7$ percent. Relative to the converged $D=0.10635$ these four errors are $-2.0$, $+13.4$, $-4.9$ and $-3.6$ percent.

All three results are too low, and the separation of contributions shows why. Let $\varepsilon_X=D_X-D$. The formula leaves the residual $X\varepsilon_X-(X-1)\varepsilon_{X-1}$, which vanishes for a pure $1/X$ error. For the pair $(4,5)$,

$$
\text{angular: }5(0.008679)-4(0.010827)=+0.0001,
$$

$$
\text{radial: }5(0.005382)-4(0.007317)=-0.0024 .
$$

With the converged $D$ and radial-limit $D_L$ the two residuals are $-0.0001$ and $-0.0020$, so the sign of the small angular residual above is not significant. The angular error is removed almost completely. The undershoot comes from the radial part, which still falls faster than $1/X$ and is therefore overcorrected. In general, an error $AX^{-p}$ with $A>0$ leaves $A[X^{1-p}-(X-1)^{1-p}]$, which is negative for $p>1$.

The same expression shows the price of the method. An irregularity in $D_X$ is multiplied by $X$, so the two values must come from sets of one family and from well-converged calculations. The change between successive extrapolations is not a safe measure of the remaining error. From the pair $(2,3)$ to $(3,4)$ the result changes by $0.0014$, yet it still differs from the Hylleraas value by $0.0040$. From $(3,4)$ to $(4,5)$ the change is $0.0017$ and the remaining difference $0.0023$. Relative to the converged $D$ the two differences are $0.0038$ and $0.0021$.

The $X^{-3}$ formula fails for the opposite reason. It gives

$$
\frac{125(0.120563)-64(0.124646)}{61}=0.1163\ \text{bohr}^{-3},
$$

which is 9.2 percent too high (9.3 percent relative to the converged $D$). It assumes that the error left at $X=5$ is $64/61$ of the last step $D_4-D_5$, while for a $1/X$ tail it is four times that step.

With $\alpha=0.00729735$, the factor $\pi\alpha^2$ is $1.673\times10^{-4}$, and the extrapolated Darwin energy is

$$
E_{\rm D2}=-1.673\times10^{-4}\times0.1042=-17.4\ \text{microhartree}=-3.83\ \text{cm}^{-1}.
$$

The unextrapolated cc-pV5Z value is $-20.2$ microhartree and the Hylleraas value is $-17.8$ microhartree.

The angular law was derived for singlet S states of a two-electron atom with a point Coulomb repulsion, described by products of orbitals centred on the nucleus. A wave function that contains $r_{12}$ explicitly can represent the linear term directly, and the angular tail derived here then has no reason to appear.
